**Muonium in a transverse field: triplet precession and line splitting**

The program treats muonium with the Hamiltonian $H/h=\nu_0\,\mathbf S\cdot\mathbf I+B(\gamma_eS_z-\gamma_\mu I_z)$, where $\mathbf S$ and $\mathbf I$ are the electron and muon spins, $\gamma_e$ and $\gamma_\mu$ their precession frequencies per gauss, and $\nu_0$ the hyperfine frequency from the Fermi contact formula. The results under test are the triplet rate $(\gamma_e-\gamma_\mu)/2$ and the splitting $\Delta=\nu_0(\sqrt{1+x^2}-1)$ with $x=(\gamma_e+\gamma_\mu)B/\nu_0$. It asserts the contact-field factor 2/3 against a Biot–Savart quadrature and the electron density at the muon against a radial eigenvalue calculation. It asserts the levels, the splitting and its first correction against diagonalization of the 4×4 matrix, and that the splitting vanishes when the singlet coupling is removed. Density-matrix evolution is used to assert the four-frequency polarization signal, its average over a 1 ns time resolution at 10 G, and the opposite senses of rotation of triplet muonium and the free muon. The output shows a rate of 1.39447 MHz/G, 102.88 times that of the free muon, and $\nu_0=4464$ MHz, with the last digit uncertain for the real atom. The splitting grows from 0.0888 MHz at 10 G to 8.873 MHz at 100 G, where the quadratic law is 0.099 percent too large.

## Verification by program

```python
# Muonium (mu+ e-) in a weak transverse field B along z.
# H/h = nu0 S.I + ge B Sz - gm B Iz   (MHz, gauss, microseconds)
#   ge, gm : electron and muon spin-flip frequencies per gauss (both > 0)
#   nu0    : hyperfine frequency from the Fermi contact interaction
# Results under test: the triplet precesses at (ge-gm)/2 per gauss, and its
# line splits by nu0*(sqrt(1+x^2)-1) ~ (ge+gm)^2 B^2/(2 nu0), x=(ge+gm)B/nu0.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal

# ---------- constants of the atom ----------
mom_e = abs(sc.value('electron mag. mom.'))
mom_m = abs(sc.value('muon mag. mom.'))
mass_ratio = sc.value('muon mass') / sc.m_e
a0 = sc.value('Bohr radius')
per_gauss = 1e-4 * 1e-6                  # Hz/T -> MHz/G
ge = 2 * mom_e / sc.h * per_gauss
gm = 2 * mom_m / sc.h * per_gauss
g_minus, g_plus = (ge - gm) / 2, ge + gm
red = 1 / (1 + 1 / mass_ratio)           # reduced mass / electron mass
density_au = red**3 / np.pi              # |psi(0)|^2 in bohr^-3
mu0 = sc.value('vacuum mag. permeability')
nu0 = (2 * mu0 / 3) * (2 * mom_e) * (2 * mom_m) * density_au / a0**3
nu0 = nu0 / sc.h * 1e-6

# ---------- density at the muon from a radial eigenvalue problem ----------
step, npts = 0.005, 5000
r = step * np.arange(1, npts + 1)
diag = 1 / (red * step**2) - 1 / r
off = -np.ones(npts - 1) / (2 * red * step**2)
_, vec = eigh_tridiagonal(diag, off, select='i', select_range=(0, 0))
u = vec[:, 0] / np.sqrt(step)
radial0 = 2 * u[0] / r[0] - u[1] / r[1]  # linear extrapolation to r = 0
density_num = radial0**2 / (4 * np.pi)
# discretization error is of order step^2, a few 1e-5
assert abs(density_num / density_au - 1) < 2e-4

# ---------- contact field: Biot-Savart with current curl M ----------
def cloud(x, y, z):
    return np.exp(-2 * np.sqrt(x * x + y * y + z * z)) / np.pi

t_lag, w_lag = np.polynomial.laguerre.laggauss(20)
c_leg, w_leg = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(8) / 8
R, C, PH = np.meshgrid(t_lag / 2, c_leg, phi, indexing='ij')
W = ((w_lag * np.exp(t_lag) / 2)[:, None, None]
     * w_leg[None, :, None] * (2 * np.pi / 8))
X = R * np.sqrt(1 - C**2) * np.cos(PH)
Y = R * np.sqrt(1 - C**2) * np.sin(PH)
Z = R * C
d = 1e-5
Jx = (cloud(X, Y + d, Z) - cloud(X, Y - d, Z)) / (2 * d)
Jy = -(cloud(X + d, Y, Z) - cloud(X - d, Y, Z)) / (2 * d)
field = np.sum(W * R**2 * (Jx * (-Y) - Jy * (-X)) / R**3) / (4 * np.pi)
contact_factor = field / (1 / np.pi)     # B(0) / (mu0 m |psi(0)|^2)
assert abs(contact_factor - 2 / 3) < 1e-6

# ---------- spin operators, electron first ----------
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
one2, one4 = np.eye(2), np.eye(4)
S = [np.kron(p, one2) / 2 for p in (sx, sy, sz)]
I = [np.kron(one2, p) / 2 for p in (sx, sy, sz)]
SI = sum(a @ b for a, b in zip(S, I))
zeeman = ge * S[2] - gm * I[2]           # per gauss

def hamiltonian(B):
    return nu0 * SI + B * zeeman

def levels(B):                           # descending: E1, E2, E3, E4
    return np.linalg.eigvalsh(hamiltonian(B))[::-1]

def lines(B):
    E = levels(B)
    return E[0] - E[1], E[1] - E[2]

def split_exact(B):
    return nu0 * (np.sqrt(1 + (g_plus * B / nu0)**2) - 1)

def split_quad(B):
    return (g_plus * B)**2 / (2 * nu0)

# ---------- linear order: projection on the triplet ----------
trip = 0.75 * one4 + SI
sing = one4 - trip
assert np.allclose(trip @ zeeman @ trip, g_minus * (S[2] + I[2]), atol=1e-12)
assert abs(g_minus - 1.394) < 5e-4 and round(g_minus / gm) == 103
low12, low23 = lines(0.01)
assert abs(low12 / 0.01 - g_minus) < 1e-5
assert abs(low23 / 0.01 - g_minus) < 1e-5

# ---------- the splitting comes from the singlet coupling alone ----------
H100 = hamiltonian(100.0)
H_cut = trip @ H100 @ trip + sing @ H100 @ sing
E_cut = np.linalg.eigvalsh(H_cut)[::-1]
assert abs(E_cut[0] + E_cut[2] - 2 * E_cut[1]) < 1e-9
ket10 = np.array([0, 1, 1, 0]) / np.sqrt(2)
ket00 = np.array([0, 1, -1, 0]) / np.sqrt(2)
coupling = abs(ket00 @ zeeman @ ket10)
assert abs(coupling - g_plus / 2) < 1e-12
shift10 = levels(10.0)[1] - nu0 / 4
assert abs(shift10 / ((coupling * 10)**2 / nu0) - 1) < 1e-4

# ---------- exact levels, splitting and its series ----------
for B in (10.0, 100.0, 1500.0, 5000.0):
    root = np.sqrt(1 + (g_plus * B / nu0)**2)
    formula = [nu0 / 4 + g_minus * B, -nu0 / 4 + nu0 * root / 2,
               nu0 / 4 - g_minus * B, -nu0 / 4 - nu0 * root / 2]
    assert np.allclose(levels(B), formula, rtol=0, atol=1e-8)
    f12, f23 = lines(B)
    assert abs((f12 + f23) / 2 - g_minus * B) < 1e-8
    assert abs(f23 - f12 - split_exact(B)) < 1e-8
for B in (50.0, 100.0, 200.0):
    f12, f23 = lines(B)
    x = g_plus * B / nu0
    assert abs((f23 - f12) / split_quad(B) - 1 + x**2 / 4) < 0.2 * x**4

# ---------- muon polarization Px + i Py from the density matrix ----------
def signal(B, times):
    E, V = np.linalg.eigh(hamiltonian(B))
    rho = V.conj().T @ (one4 / 4 + I[0] / 2) @ V
    op = V.conj().T @ (2 * I[0] + 2j * I[1]) @ V
    amp = (rho * op.T).ravel()
    freq = (E[:, None] - E[None, :]).ravel()
    return np.exp(-2j * np.pi * np.outer(times, freq)) @ amp

times = np.linspace(0, 3, 301)
for B in (10.0, 100.0, 1500.0):
    x = g_plus * B / nu0
    delta = x / np.sqrt(1 + x * x)
    half = split_exact(B) / 2
    f12, f23 = g_minus * B - half, g_minus * B + half
    f14 = nu0 + half + g_minus * B
    f34 = nu0 + half - g_minus * B
    cosine = [np.cos(2 * np.pi * f * times) for f in (f12, f34, f23, f14)]
    four = ((1 + delta) * (cosine[0] + cosine[1])
            + (1 - delta) * (cosine[2] + cosine[3])) / 4
    assert np.max(abs(signal(B, times).real - four)) < 1e-7

# ---------- finite time resolution (Gaussian, 1 ns) leaves two lines ------
sigma = 1e-3
lag = np.linspace(-6 * sigma, 6 * sigma, 2401)
weight = np.exp(-lag**2 / (2 * sigma**2))
weight /= weight.sum()

def blurred(B, t):
    return weight @ signal(B, t + lag)

B_ex = 10.0
x_ex = g_plus * B_ex / nu0
delta_ex = x_ex / np.sqrt(1 + x_ex**2)
D_ex = split_exact(B_ex)
for t in (0.0, 0.02, 1.3, 2.81, 5.6, 9.0):
    a, b = 2 * np.pi * g_minus * B_ex * t, np.pi * D_ex * t
    slow = (np.cos(a) * np.cos(b) + delta_ex * np.sin(a) * np.sin(b)) / 2
    # the blur also damps the slow lines by about 0.4 percent
    assert abs(blurred(B_ex, t).real - slow) < 3e-3

# ---------- opposite senses of rotation ----------
t_turn = 0.01
angle_mu = np.angle(blurred(B_ex, t_turn))
U = np.diag(np.exp(-2j * np.pi * t_turn * np.diag(-gm * B_ex * sz / 2)))
rho_free = U @ ((one2 + sx) / 2) @ U.conj().T
angle_free = np.angle(np.trace(rho_free @ (sx + 1j * sy)))
assert angle_mu > 0 > angle_free
assert abs(angle_mu / angle_free + g_minus / gm) < 1.0

# ---------- hyperfine constant recovered from the line pair ----------
p12, p23 = lines(100.0)
D100 = p23 - p12
nu0_back = ((g_plus * 100)**2 - D100**2) / (2 * D100)
assert abs(nu0_back / nu0 - 1) < 1e-8

# ---------- field that resolves the pair in a chosen window ----------
window = 10.0
D_need = 1 / window
B_need = np.sqrt(D_need**2 + 2 * D_need * nu0) / g_plus
n12, n23 = lines(B_need)
assert abs((n23 - n12) * window - 1) < 1e-7

# ---------- printed numbers ----------
print(f"muon/electron mass ratio            {mass_ratio:.4f}")
print(f"reduced-mass factor cubed           {red**3:.6f}")
print(f"density at muon, formula            {density_au:.6f} bohr^-3")
print(f"density at muon, radial solution    {density_num:.6f} bohr^-3")
print(f"contact-field factor, Biot-Savart   {contact_factor:.6f}")
print(f"hyperfine frequency nu0 (contact)   {nu0:.1f} MHz")
print(f"electron rate gamma_e               {ge:.5f} MHz/G")
print(f"free-muon rate gamma_mu             {gm:.7f} MHz/G")
print(f"triplet rate (ge-gm)/2              {g_minus:.5f} MHz/G")
print(f"ratio triplet/free muon             {g_minus / gm:.2f}")
print(f"sum gamma_e+gamma_mu                {g_plus:.5f} MHz/G")
print(f"field where x = 1                   {nu0 / g_plus:.1f} G")
print(f"quadratic coefficient of splitting  {split_quad(1.0):.4e} MHz/G^2")
for B in (1.0, 10.0, 50.0, 100.0):
    f12, f23 = lines(B)
    print(f"B = {B:.0f} G: x = {g_plus * B / nu0:.6f}")
    print(f"  lower line nu12                   {f12:.5f} MHz")
    print(f"  upper line nu23                   {f23:.5f} MHz")
    print(f"  splitting, diagonalization        {f23 - f12:.6f} MHz")
    print(f"  splitting, quadratic law          {split_quad(B):.6f} MHz")
print(f"at 100 G, quadratic law too big by  "
      f"{100 * (split_quad(100.0) / D100 - 1):.3f} percent")
print(f"at 10 G, mixing delta               {delta_ex:.5f}")
print(f"at 10 G, precession period          {1 / (g_minus * B_ex):.5f} us")
print(f"at 10 G, first zero of beat factor  {1 / (2 * D_ex):.3f} us")
print(f"at 10 G, 0.01 us: muonium angle     {angle_mu:.4f} rad")
print(f"at 10 G, 0.01 us: free-muon angle   {angle_free:.5f} rad")
print(f"chosen observation window           {window:.1f} us")
print(f"field where splitting = 1/window    {B_need:.2f} G")
print(f"nu0 recovered from 100 G pair       {nu0_back:.1f} MHz")
print("every check passed")
```

Output:

```
muon/electron mass ratio            206.7683
reduced-mass factor cubed           0.985630
density at muon, formula            0.313736 bohr^-3
density at muon, radial solution    0.313717 bohr^-3
contact-field factor, Biot-Savart   0.666667
hyperfine frequency nu0 (contact)   4464.2 MHz
electron rate gamma_e               2.80250 MHz/G
free-muon rate gamma_mu             0.0135539 MHz/G
triplet rate (ge-gm)/2              1.39447 MHz/G
ratio triplet/free muon             102.88
sum gamma_e+gamma_mu                2.81605 MHz/G
field where x = 1                   1585.3 G
quadratic coefficient of splitting  8.8819e-04 MHz/G^2
B = 1 G: x = 0.000631
  lower line nu12                   1.39403 MHz
  upper line nu23                   1.39491 MHz
  splitting, diagonalization        0.000888 MHz
  splitting, quadratic law          0.000888 MHz
B = 10 G: x = 0.006308
  lower line nu12                   13.90030 MHz
  upper line nu23                   13.98912 MHz
  splitting, diagonalization        0.088818 MHz
  splitting, quadratic law          0.088819 MHz
B = 50 G: x = 0.031540
  lower line nu12                   68.61357 MHz
  upper line nu23                   70.83349 MHz
  splitting, diagonalization        2.219926 MHz
  splitting, quadratic law          2.220478 MHz
B = 100 G: x = 0.063081
  lower line nu12                   135.01052 MHz
  upper line nu23                   143.88361 MHz
  splitting, diagonalization        8.873095 MHz
  splitting, quadratic law          8.881913 MHz
at 100 G, quadratic law too big by  0.099 percent
at 10 G, mixing delta               0.00631
at 10 G, precession period          0.07171 us
at 10 G, first zero of beat factor  5.629 us
at 10 G, 0.01 us: muonium angle     0.8762 rad
at 10 G, 0.01 us: free-muon angle   -0.00852 rad
chosen observation window           10.0 us
field where splitting = 1/window    10.61 G
nu0 recovered from 100 G pair       4464.2 MHz
every check passed
```
